\section*{Backscattering Spectra by Slab Integration: Convergence of Counts and of Shape}

\section{A correct count in a wrong spectrum}

A beam of 2 MeV helium strikes a gold/titanium contact on silicon, and the ions scattered backwards are sorted by energy. To simulate the spectrum, one cuts the stack into slabs and adds their contributions. With slabs 40 nm thick, the total count can be right to 5 parts in $10^5$ while a third of the counts sit at the wrong energies. This happens if each slab's counts are placed at one energy: the spectrum breaks into false peaks that could be read as layers. Convergence of the total is necessary, but it does not establish the shape.

\section{One gold film by hand}

Depth $x$ is measured in atoms per area, in the unit $u=10^{15}\,\mathrm{cm^{-2}}$. A thickness of 1 nm at $10^{22}$ atoms/cm$^3$ is $1\,u$, so 80 nm of gold at $5.9\times10^{22}$ cm$^{-3}$ is $X=472\,u$. The beam enters along the normal with $E_0=2000$ keV. The mean loss per $u$ is modelled by
\begin{equation}
\varepsilon(E)=\varepsilon_0\,(E/E_0)^{-p},\qquad \varepsilon_0=0.120\ \mathrm{keV},\quad p=0.15 .
\label{eq:stop}
\end{equation}
The detector sits at scattering angle $\theta=170^\circ$ and covers $\Delta\Omega=1$ msr. A charge $Q=10\,\mu$C of singly charged ions contains $Q/e=6.2415\times10^{13}$ ions. The gold cross section is $\sigma(E_0)=8.2055$ barn/sr and varies as $E^{-2}$ (derived below). If the ions lost no energy, the count would be
\[
A_0=6.2415\times10^{13}\times10^{-3}\times4.72\times10^{17}\times8.2055\times10^{-24}\approx241\,730 .
\]
Slowing raises the cross section, so $A_0$ must be multiplied by the depth average of $(E_0/E)^2$.

\emph{One slab.} A quarter of the way in, $E\approx1985.8$ keV and $\varepsilon\approx0.12013$ keV. The loss over the first half is $236\times0.12013=28.35$ keV, so the mid-plane energy is 1971.65 keV and the factor is $(2000/1971.65)^2=1.028965$.

\emph{Two slabs.} The mid-plane energies are 1985.832 and 1957.452 keV. The factors 1.014320 and 1.043946 average to 1.029133.

\emph{Continuum.} Since $dx=-dE/\varepsilon$,
\begin{equation}
\frac1X\int_0^X\frac{E_0^2}{E^2}\,dx
=\frac{E_0^{2-p}}{\varepsilon_0X}\int_{E_b}^{E_0}E^{p-2}dE
=\frac{E_0}{\varepsilon_0X}\,\frac{(E_b/E_0)^{p-1}-1}{1-p}.
\label{eq:closed}
\end{equation}
The energy $E_b$ at the back follows from $E^p\,dE=-\varepsilon_0E_0^p\,dx$, which integrates to
\begin{equation}
E_b^{1+p}=E_0^{1+p}-(1+p)\,\varepsilon_0E_0^{p}X .
\label{eq:eb}
\end{equation}
This gives $E_b=1943.24$ keV and an average of 1.029189.

The errors are $-0.000224$ and $-0.000056$: halving the slab divides the error by four. Using the front-face energy with one slab would give the factor 1, an error of nearly 3\%.

The detected energies tell another story. Ions from the front of the film arrive at 1845 keV and those from the back at 1734 keV. One slab placed at one energy replaces a plateau 111 keV wide by a single peak, although its count is already good to 2 parts in $10^4$.

\section{The collision}

Let $m=M_1/M_2<1$ be the ratio of ion mass to target mass, and $q$ the ratio of the ion's final to initial momentum. By momentum conservation the recoil momentum squared, in units of the initial one, is $1+q^2-2q\cos\theta$. Energy conservation then reads
\[
1=q^2+m(1+q^2-2q\cos\theta)
\;\Rightarrow\;(1+m)q^2-2mq\cos\theta-(1-m)=0 .
\]
The positive root gives the kinematic factor
\begin{equation}
K=q^2=\left[\frac{m\cos\theta+\sqrt{1-m^2\sin^2\theta}}{1+m}\right]^2 .
\end{equation}
For mean masses of 197.0, 47.9 and 28.1 atomic mass units, $K$ is 0.9225 (Au), 0.7171 (Ti) and 0.5659 (Si). This separates the elements.

For the cross section, work in the centre-of-mass frame with momentum $P$, reduced mass $\mu$, impact parameter $b$ and deflection $\chi$. The momentum change $2P\sin(\chi/2)$ lies along the symmetry axis of the orbit. It equals the time integral of the force component on that axis. With $\phi$ the polar angle from the axis, angular momentum conservation gives $dt/r^2=\mu\,d\phi/(Pb)$, so
\[
2P\sin\frac\chi2=\frac{Z_1Z_2e^2\mu}{Pb}\int_{-(\pi-\chi)/2}^{(\pi-\chi)/2}\cos\phi\,d\phi
=\frac{2Z_1Z_2e^2\mu}{Pb}\cos\frac\chi2 .
\]
Gaussian units are used for $e^2$ here. With $D=Z_1Z_2e^2/E_{\rm cm}$ and $E_{\rm cm}=P^2/2\mu=E/(1+m)$, this is $b=(D/2)\cot(\chi/2)$. Hence
\begin{equation}
\sigma_{\rm cm}=\frac{b}{\sin\chi}\left|\frac{db}{d\chi}\right|=\frac{D^2}{16\sin^4(\chi/2)} .
\end{equation}
In units of the ion's centre-of-mass speed, the laboratory velocity has components $\cos\chi+m$ and $\sin\chi$ and length $\rho=(1+m)\sqrt K$. Thus $\cos\theta=(\cos\chi+m)/\rho$ with $\rho^2=1+m^2+2m\cos\chi$, and
\[
\frac{d\cos\theta}{d\cos\chi}=\frac1\rho-\frac{m(\cos\chi+m)}{\rho^3}=\frac{1+m\cos\chi}{\rho^3}.
\]
Solid angles scale by this factor, so
\begin{equation}
\sigma(E)=\left[\frac{Z_1Z_2e^2(1+m)}{4E}\right]^2\frac{\rho^3}{(1+m\cos\chi)\sin^4(\chi/2)},\quad \cos\chi=\rho\cos\theta-m .
\end{equation}
At fixed angle everything but $E^{-2}$ is constant, as used above.

\section{Loss and straggling along a path}

Let $\ell$ be areal density along the path: $\ell=x/c_1$ inward and $x/c_2$ outward, where $c_1,c_2$ are cosines to the normal. Here $c_1=1$ and $c_2=\cos10^\circ$. The mean energy obeys $dE/d\ell=-\varepsilon(E)$. One midpoint step is
\begin{equation}
E_{\rm h}=E-\tfrac12\Delta\ell\,\varepsilon(E),\qquad E'=E-\Delta\ell\,\varepsilon(E_{\rm h}).
\label{eq:step}
\end{equation}
Its error per step is of order $\Delta\ell^3$. The number of steps grows as $1/\Delta\ell$, so the accumulated error is of order $\Delta\ell^2$.

Losses also fluctuate. Treat the target electrons as free and at rest, with electron mass $m_e$ and ion speed $v$. The ion is so much heavier that the reduced mass is nearly $m_e$ and the ion's speed hardly changes in one collision. The Coulomb result gives $\tan(\chi/2)=b_0/b$ with $b_0=Z_1e^2/(m_ev^2)$. The energy transfer is
\[
T=2m_ev^2\sin^2\frac\chi2=2m_ev^2\,\frac{b_0^2}{b^2+b_0^2}.
\]
For independent collisions the variance grows at the rate $\sum T^2$. Per atom with $Z_2$ electrons this is
\begin{equation}
B=Z_2\int_0^\infty T^2\,2\pi b\,db=Z_2(2m_ev^2)^2\,\pi b_0^2=4\pi Z_1^2Z_2e^4 ,
\end{equation}
because $\int_0^\infty 2b\,db\,b_0^4/(b^2+b_0^2)^2=b_0^2$. This is Bohr's variance.

An ion with a small energy excess $\delta$ also loses energy at a different rate: $d\delta/d\ell=-\varepsilon'(E)\,\delta$, with $\varepsilon'=d\varepsilon/dE$. The variance $V$ therefore obeys
\begin{equation}
\frac{dV}{d\ell}=B-2\varepsilon'(E)V .
\end{equation}
Along the path $d\varepsilon/d\ell=-\varepsilon'\varepsilon$, so
\[
\frac{d}{d\ell}\frac{V}{\varepsilon^2}=\frac{B-2\varepsilon'V}{\varepsilon^2}+\frac{2\varepsilon'V}{\varepsilon^2}=\frac{B}{\varepsilon^2}.
\]
Integrate over one slab and replace $\varepsilon^2$ under the integral by the product of its end values, which agrees with the mid-slab value to second order. With $r=\varepsilon(E')/\varepsilon(E)$,
\begin{equation}
V'=r^2V+rB\,\Delta\ell .
\label{eq:var}
\end{equation}
At the collision $E\to KE$, hence $V\to K^2V$. Where stopping rises as the ion slows, $r>1$ and an existing spread is stretched.

\section{The general procedure}

For slabs of thickness $h$, with areal density $\Delta x$ in each layer:
\begin{enumerate}
\item March inward with (\ref{eq:step}) and (\ref{eq:var}) in half-slab steps. Store $E$ and $V$ at the front, middle and back of each slab.
\item Assign the slab the count
\begin{equation}
A=\frac Qe\,\Delta\Omega\,\sigma(E_{\rm mid})\,\frac{\Delta x}{c_1}.
\end{equation}
\item Multiply energies by $K$ and variances by $K^2$. Carry all three points outward through the rest of their own slab and every slab above it.
\item Spread $A$ evenly between the detected energies $a$ (back) and $d$ (front). Blur it with a Gaussian of variance $s^2=V_{\rm mid}+V_{\rm det}$, where $V_{\rm det}$ is the detector variance.
\end{enumerate}
With $\Phi$ the normal cumulative distribution and $\varphi$ its density, the fraction of $A$ below energy $w$ is
\begin{equation}
F(w)=\frac1{d-a}\int_a^d\Phi\!\left(\frac{w-t}{s}\right)dt
=\frac{s}{d-a}\left[g\!\left(\frac{w-a}s\right)-g\!\left(\frac{w-d}s\right)\right],
\end{equation}
where $g(y)=y\Phi(y)+\varphi(y)$. The second form holds because $\varphi'=-y\varphi$ makes $g'=\Phi$. A channel receives $A$ times the difference of $F$ at its two edges.

Take the first 5 nm of gold, $29.5\,u$. The mid-plane energy is $2000-14.75\times0.120=1998.23$ keV, and the count is 15\,135. The back face lies at 1996.46 keV before the collision and at 1841.7 keV after it. The exit path is $29.5/\cos10^\circ=29.96\,u$ and costs 3.6 keV, so the slab covers 1838.1 to 1845.0 keV.

\section{Why the count converges as $h^2$}

Let $f(x)=(Q/e)\Delta\Omega\,\sigma(E(x))/c_1$ be the yield per areal density. Expand it about a slab's mid-plane. The linear term integrates to zero, and the quadratic term gives
\[
\int_{\rm slab}f\,dx=f_{\rm mid}\Delta x+\frac{\Delta x^3}{24}f''_{\rm mid}+\dots
\]
Summing over a layer turns $\sum f''\Delta x$ into a difference of slopes:
\begin{equation}
\text{slabs}-\text{continuum}\simeq-\frac{\Delta x^2}{24}\left[f'_{\rm back}-f'_{\rm front}\right],\qquad f'=\frac{2f\varepsilon}{c_1E}.
\label{eq:lead}
\end{equation}
The slope follows from $d\sigma/dE=-2\sigma/E$ and $dE/dx=-\varepsilon/c_1$. This estimate takes the mid-plane energies as exact; the error of (\ref{eq:step}) adds a further term of order $h^2$, which is small in the example below. With front-face energies the linear term survives, and the error is $-\tfrac12\Delta x\,[f_{\rm back}-f_{\rm front}]$, of first order. Both estimates apply within each layer, so slab boundaries must coincide with interfaces.

\section{The full stack}

Below the gold lie 80 nm of titanium ($456\,u$, $\varepsilon_0=0.080$ keV, $p=0.30$) and the top 480 nm of the silicon ($2400\,u$, $\varepsilon_0=0.050$ keV, $p=0.40$). The detector resolution is 15 keV full width at half maximum, a standard deviation of 6.4 keV. Equations (\ref{eq:closed}) and (\ref{eq:eb}) hold for each layer if $E_0$ is replaced by the energy at which the ions enter it, and $\varepsilon_0$ and $\sigma(E_0)$ by the layer's stopping and cross section at that energy. They give continuum counts of 248\,791 (Au), 19\,304 (Ti) and 43\,667 (Si), in all 311\,762.

The continuum spectrum was computed with closed-form energies and variances and 300-point Gauss--Legendre quadrature over depth in each layer. The misplaced fraction is half the sum of absolute differences from it, over 5 keV channels, divided by the total count.

\begin{center}
\begin{tabular}{rcccc}
$h$ & \multicolumn{2}{c}{error of total} & \multicolumn{2}{c}{misplaced fraction}\\
(nm) & mid & front & spread & one energy\\
\hline
80 & $-1.9\times10^{-4}$ & $-2.5\%$ & 1.2\% & 56\%\\
40 & $-4.6\times10^{-5}$ & $-1.3\%$ & 1.1\% & 33\%\\
20 & $-1.2\times10^{-5}$ & $-0.64\%$ & 0.65\% & 9.1\%\\
10 & $-2.9\times10^{-6}$ & $-0.32\%$ & 0.073\% & 0.72\%\\
5 & $-7.2\times10^{-7}$ & $-0.16\%$ & 0.015\% & 0.15\%
\end{tabular}
\end{center}

Per halving of $h$, the error of the mid-plane total falls by a factor of four and that of the front-face total by a factor of two. At 5 nm, (\ref{eq:lead}) predicts $-7.2\times10^{-7}$, as found.

The spectrum behaves differently. Spreading the counts removes most of the false structure, though small false maxima remain at 80, 40 and 20 nm and vanish only at 10 nm, and from 80 to 40 nm the misplaced fraction hardly improves. The main cause is the single blur width given to each slab, while the true blur grows with depth. At 40 nm, exact energies and counts at every depth still leave 1.2\% misplaced if each slab keeps one blur width. Even spreading with a blur that varies with depth leaves only 0.17\%. Between 5 and 2.5 nm the observed order is 2.04. A practical condition for this example is that a slab's detected width should not much exceed the blur: 5 nm of gold covers 6.9 keV, against a detector deviation of 6.4 keV.

Equation (\ref{eq:var}) matters most for deep scattering. Ions from the bottom of the silicon layer arrive at 728 keV with a straggling deviation of 11.26 keV. A simulation of $10^5$ ions, with Gaussian loss fluctuations in 60 steps per layer each way, gave 11.21 keV, about two sampling errors away. Adding Bohr variances with the factor $K^2$ but without $r$ gives 10.61 keV.

\section{What each count can see}

If all events from the modelled layers, and no others, are recorded, the total is $\sum A$. It contains no outward quantity. Raising only the outward stopping by 5\% leaves it unchanged, but lowers the count between 800 and 900 keV, inside the silicon signal, by 3.8\%. A fixed energy window then corresponds to a thinner layer of silicon, which also lies nearer the surface, where the ions are faster and the cross section is smaller.

Raising the stopping by 5\% on both legs changes the total by $+0.26\%$ and the window by $-4.6\%$. The window holds 18\,041 counts, with a counting uncertainty of 0.74\%, so it can reveal such a stopping error if the charge, solid angle and cross section are known well enough.

Straggling shows at edges. The silicon edge lies at 970 keV. Halving the Bohr variance, with all else fixed, changes the 800--900 keV window by $-0.005\%$ but the tail from 980 to 1100 keV by $-44\%$. A plateau count therefore says almost nothing about straggling. The tail figure is for silicon treated as a single mass; in natural silicon the heavier isotopes also put counts in this tail, which makes its relative change much smaller: about $-15\%$ with the abundances given below.

\section{The model beside a real contact}

Gold on titanium is a real contact metallization, though 80 nm is thick for a titanium adhesion layer. The densities and stopping parameters are rough typical values. In gold, the real stopping of helium passes through a maximum near 1 MeV, whereas the power law keeps rising as the ion slows. For the deep silicon signal on its way out, the model therefore overstates both the energy loss in gold and the stretching of the spread. Silicon below 480 nm is left out; its signal lies under 728 keV, well below the window used. It does enter a total count. On a thick wafer the counts are summed above some energy limit, and this sum depends on the outward stopping: with a limit of 500 keV, raising the outward stopping by 5\% lowers it by 1.2\% in this model.

The isotope mixture of titanium and silicon also changes the shape of their edges. With rough abundances (Ti 46--50: 8, 7, 74, 5.5, 5.5\%; Si 28--30: 92, 5, 3\%), the spread of $KE_0$ is 8.2 keV rms for titanium and 8.9 keV for silicon. The rarer isotopes dominate these values, so the edges broaden less than they suggest: the energy interval over which an edge rises from 12 to 88\% of its height grows by about a quarter for titanium and a seventh for silicon. The mixture can be included by treating each isotope as a separate scatterer. Bohr's formula also treats gold's tightly bound inner electrons as free, which is why the halved variance above is a useful measure of sensitivity.

Gold's electrons screen its nucleus. With the Moli\`ere screening function and length $0.8853\,Z_2^{-1/3}$ bohr, numerical integration of the classical orbit at a centre-of-mass angle of $170^\circ$ lowers the gold cross section by 1.5\%. The figure depends on the screening model: the common L'Ecuyer and Andersen correction formulas give 1.7\%. That is far above the slab error, so refining $h$ cannot cure it. For silicon the closest head-on approach $D$ is 23 fm, while nuclear contact, estimated as $1.2\,(A_1^{1/3}+A_2^{1/3})$ fm with mass numbers $A_1,A_2$, is near 5.6 fm. This supports the Coulomb law here.

A real wafer is a crystal. In bare silicon, a beam along a crystal axis is steered between the atomic rows, and the yield can drop far below the value computed for randomly placed atoms. Under this stack the drop is weaker: if the metals are treated as randomly placed atoms, small-angle scattering in them turns the typical ion by about $1^\circ$, more than the roughly $0.6^\circ$ within which the rows can steer it. Tilting the sample away from such axes reduces the remaining effect. Roughness and interdiffusion broaden the edges, and repeated large-angle scattering and pulse pile-up add counts at other energies; none of these is sized here. Gaussian straggling fails for very thin films, where a few large energy transfers leave a skewed distribution. The slab limit is the answer of the stated model, and its small numerical error is no measure of the model's accuracy.
